# Slowest Metal Decay Mode in a Denuded Zone beside Uniform Sinks, part 2

A silicon wafer has a precipitate-free denuded zone, $0<x<d$, above a semi-infinite region of sinks, $x>d$. The problem is how fast the last dissolved metal leaves the zone at fixed temperature. Here $x$ is depth, $C$ the metal concentration, $C_{\rm eq}$ the solubility and $u=C-C_{\rm eq}$ the excess. The diffusivity $D$ is uniform and the surface reflects metal. Subscripts $t$ and $x$ denote derivatives. The sinks are spheres of radius $r$ and number density $N$, with metal at their surfaces held at $C_{\rm eq}$. Their capture rate $k$ enters the equations of motion:

$$k=4\pi DrN .$$

$$u_t=Du_{xx}\quad(0<x<d),\qquad u_t=Du_{xx}-ku\quad(x>d).$$

Define the capture length $L=\sqrt{D/k}$ and $\Lambda=d/L$. The slowest mode $u=f(x)e^{-\lambda t}$ has $f$ and $f'$ continuous at $d$. From part (c),

$$\boxed{\;\cos\theta=\frac{\theta}{\Lambda},\qquad \lambda=\frac{D\theta^2}{d^2},\qquad 0<\theta<\frac{\pi}{2}\;}$$

$$f=\cos qx\quad(x<d),\qquad f=\cos(qd)\,e^{-\kappa(x-d)}\quad(x>d),$$

with $q=\theta/d$ and $\kappa=q\tan\theta$. Also $\lambda=k\cos^2\theta$, where $\cos^2\theta$ is the fraction of the mode's excess metal among the sinks.

Isolated modes have rates below $k$; the continuum has rates $\ge k$. By part (d), the number of isolated modes is one plus the number of positive integers $n$ with $n\pi<\Lambda$. Grid tests of the slowest rate used $\Lambda=0.5$, 1.5, 4 and 10. A perfect absorber at the zone's inner edge gives the rate $\pi^2D/(4d^2)$.

By part (e), for $\Lambda\gg1$,

$$\lambda\approx\frac{\pi^2D}{4(d+L)^2},$$

and the true rate is lower by the fraction $\pi^2/(12\Lambda^3)$, to leading order.

The example in part (h) has $D=2\times10^{-7}\ \mathrm{cm^2/s}$, $d=30\ \mathrm{\mu m}$, $r=40\ \mathrm{nm}$ and $N=5\times10^9\ \mathrm{cm^{-3}}$ at 873 K.

### (f) Amplitude after a uniform start

**At $t=0$ the excess is $u_0$ at every depth. Find the surface excess at late times, and say when the slowest mode alone describes it.**

**Solution.** First find $M=\int_0^\infty f^2dx$. The zone contributes

$$\int_0^d\cos^2qx\,dx=\frac d2+\frac{\sin2\theta}{4q}=\frac d2+\frac{\sin\theta\cos\theta}{2q},$$

and the tail contributes

$$\frac{\cos^2\theta}{2\kappa}=\frac{\cos^3\theta}{2q\sin\theta}.$$

The two terms without $d/2$ add up to

$$\frac{\cos\theta(\sin^2\theta+\cos^2\theta)}{2q\sin\theta}=\frac{\cos\theta}{2q\sin\theta}=\frac1{2\kappa},$$

so that

$$M=\frac12\left(d+\frac1\kappa\right).$$

A uniform excess in a semi-infinite region is not square-integrable. To project it safely, write $u=u_0e^{-kt}+w$, with $w=0$ at $t=0$. In the sink region the first term already satisfies the equation of motion. In the zone its time derivative $-ku_0e^{-kt}$ is not balanced, so $w$ acquires a source there:

$$w_t=Dw_{xx}-k\chi w+ku_0e^{-kt}(1-\chi),$$

where $\chi$ is 0 in the zone and 1 among the sinks. The source is confined to the zone and is square-integrable.

Let $a(t)=M^{-1}\int_0^\infty fw\,dx$ be the coefficient of $f$ in $w$. Multiply the equation for $w$ by $f$ and integrate. Two integrations by parts move the derivatives onto $f$ and give $-\lambda a$. With $\int_0^d f\,dx=\sin\theta/q$,

$$\frac{da}{dt}=-\lambda a+\frac{ku_0\sin\theta}{qM}e^{-kt},\qquad a(0)=0 .$$

The solution is

$$a(t)=\frac{ku_0\sin\theta}{qM(k-\lambda)}\left(e^{-\lambda t}-e^{-kt}\right).$$

Since $k-\lambda=k\sin^2\theta$ and $f(0)=1$, the late surface excess is $Au_0e^{-\lambda t}$, with

$$A=\frac1{qM\sin\theta}=\frac{2}{q\sin\theta\,(d+1/\kappa)}=\frac{2}{\theta\sin\theta+\cos\theta}.$$

The last step uses $qd=\theta$ and $q\sin\theta/\kappa=\cos\theta$. In the same late regime, the average over the zone is the surface value times $\sin\theta/\theta$.

For $\Lambda<\pi$ the rest of $w$ belongs to the continuum. A component of rate $\mu\ge k$, driven by a source of strength $S$, has the coefficient

$$S\,\frac{e^{-kt}-e^{-\mu t}}{\mu-k},$$

whose size is at most $|S|\,t\,e^{-kt}$. In the root-mean-square sense the remainder therefore falls, relative to the slowest mode, at least as fast as $t\,e^{-(k-\lambda)t}$. The single mode takes over when $(k-\lambda)t$ is well above 1. For $\Lambda$ well above $\pi$ the next isolated mode sets the delay instead; just above $\pi$ its rate is close to $k$, and it acts together with the continuum.

For strong sinks $\theta\to\pi/2$ and $A\to4/\pi$. For weak sinks $A\to2$, although $u$ never exceeds $u_0$. There is no conflict, because $k-\lambda\approx k\Lambda^2$ is then small, and the continuum cancels the surplus for a long time.

### (g) Response to changed conditions

**Find how $\lambda$ responds to the sink rate and to the zone depth. Then treat a weakly absorbing surface, a perfectly absorbing surface, and a reflecting plane at finite depth.**

**Solution.** The logarithm of $\theta=\Lambda\cos\theta$, differentiated, gives

$$\frac{d\theta}{\theta}=\frac{d\Lambda}{\Lambda}-\tan\theta\,d\theta,\qquad\text{so}\qquad \frac{d\ln\theta}{d\ln\Lambda}=\frac1{1+\theta\tan\theta}=\frac1{1+\kappa d}.$$

At fixed $D$ and $d$, $\lambda\propto\theta^2$ and $\Lambda\propto k^{1/2}$. The factors 2 and 1/2 cancel:

$$\frac{\partial\ln\lambda}{\partial\ln k}=\frac1{1+\kappa d}.$$

At fixed $D$ and $k$, $\Lambda\propto d$ and $\lambda\propto\theta^2/d^2$, so

$$\frac{\partial\ln\lambda}{\partial\ln d}=\frac2{1+\kappa d}-2=-\frac{2\kappa d}{1+\kappa d}.$$

A surface that removes metal with a loss velocity $s$ obeys $Du_x(0)=su(0)$. Let $g$ be its slowest mode, with rate $\lambda_s$. Multiply the equation for $g$ by $f$ and that for $f$ by $g$, then subtract and integrate. The sink terms cancel, leaving

$$(\lambda_s-\lambda)\int_0^\infty fg\,dx=-D\left[fg'-gf'\right]_0^\infty=Df(0)g'(0)=sf(0)g(0).$$

Here $f'(0)=0$ was used. To first order in $s$, $g$ may be replaced by $f$:

$$\lambda_s-\lambda\approx\frac sM=\frac{2s}{d+1/\kappa}.$$

For a perfectly absorbing surface the zone solution is $\sin qx$. Slope matching gives $\theta\cot\theta=-\kappa d$, which needs $\cot\theta<0$ and hence $\theta>\pi/2$. Since $\theta<\Lambda$, no isolated mode exists unless $\Lambda>\pi/2$.

If a reflecting plane lies at depth $H$, the sink-region solution is proportional to $\cosh\kappa(H-x)$. The ratio of its slope to its value at $d$ is $-\kappa\tanh\kappa(H-d)$, and the matching condition becomes

$$q\tan qd=\kappa\tanh[\kappa(H-d)].$$

For a wafer with equal zones on both faces, symmetry places this plane at half the thickness. The hyperbolic tangent differs from 1 by about $2e^{-2\kappa(H-d)}$ when the exponent is large.

### (h) Iron in internally gettered silicon

**Take $D=2\times10^{-7}\ \mathrm{cm^2/s}$, $d=30\ \mathrm{\mu m}$, $r=40\ \mathrm{nm}$ and $N=5\times10^9\ \mathrm{cm^{-3}}$ at 873 K. Find the decay time and the time for the surface excess to fall to 1% of a uniform initial value.**

**Solution.** These are rough values for interstitial iron and oxide precipitates in Czochralski silicon near 600 °C. The diffusivity is rounded upward: common Arrhenius fits give about $1.4$ to $1.7\times10^{-7}\ \mathrm{cm^2/s}$ at 873 K, which would lengthen every time below by roughly 20 to 50%. With $r=4\times10^{-6}$ cm,

$$k=4\pi(2\times10^{-7})(4\times10^{-6})(5\times10^9)=0.0503\ \mathrm{s^{-1}}.$$

The capture length is $L=\sqrt{D/k}=19.95\ \mathrm{\mu m}$, so $\Lambda=30/19.95=1.504$. The root of $\cos\theta=\theta/1.504$ is $\theta=0.9160$, as $1.504\times0.6090=0.916$ confirms. With $d=3\times10^{-3}$ cm,

$$\lambda=\frac{(2\times10^{-7})(0.9160)^2}{(3\times10^{-3})^2}=0.01864\ \mathrm{s^{-1}},\qquad \frac1\lambda=53.6\ \mathrm{s}=0.894\ \mathrm{min}.$$

Diagonalization on a grid gives the same 53.6 s. The fraction of the mode's metal among the sinks is $\cos^2\theta=0.371$. The tail has $\kappa d=1.193$ and a length of $25.15\ \mathrm{\mu m}$.

Simpler estimates are all too short. The perfect absorber at the edge gives 18.2 s and the bulk capture time $1/k$ is 19.9 s. Even their sum, 38.1 s, falls short. Placing the absorber a distance $L$ deeper gives 50.6 s, which is 6% below the mode's decay time. The leading error term of part (e) would give 24% at this $\Lambda$, so that expansion should not be used to correct the estimate here.

The late amplitude is $A=1.4975$. Setting $Ae^{-\lambda t}=0.01$ gives

$$t=\frac{\ln(1.4975/0.01)}{\lambda}=53.64\times5.009=269\ \mathrm{s}.$$

A numerical evolution from the uniform start, which includes the continuum, shows when the single mode suffices:

| Time (s) | Full surface $u/u_0$ | Slowest mode |
|---:|---:|---:|
| 30 | 0.780 | 0.856 |
| 60 | 0.476 | 0.489 |
| 120 | 0.1594 | 0.1599 |
| 300 | 0.0056 | 0.0056 |

Relative to the full value, the mode is 10% too high at 30 s, 3% at 60 s and 0.3% at 120 s.

### (i) What the model leaves out

**Estimate the main neglected effects for these numbers, and decide which limit the prediction.**

**Solution.** The least certain assumption is that every iron atom reaching a precipitate is captured. Iron may first have to nucleate a silicide there, and the capture efficiency can then be well below 1. Halving $k$ at fixed $D$ and $d$ lengthens the decay time from 53.6 to 76.6 s, or by 43%. For small changes the exponent is $1/(1+1.193)=0.456$, so a 10% error in $k$ changes the rate by about 4.6%. The real loss can be much larger than a factor 2, and the exponent then rises towards 1. A tenfold lower $k$ gives 241 s. If iron attaches only to a silicide cluster of about 200 atoms, whose radius is near 1.2 nm rather than 40 nm, the decay time is about 690 s. At low contamination and modest supersaturation, nucleation rather than diffusion may set the rate, and the model then does not apply.

The edge of a real zone is neither sharp nor precisely placed. The mean sink spacing is $N^{-1/3}=5.85\ \mathrm{\mu m}$. Moving the edge deeper by half a spacing gives 59.5 s, an increase of 11%. If instead the sink density rises linearly over $10\ \mathrm{\mu m}$, centred on the same edge, the time becomes 53.0 s, a decrease of 1%. The sign follows from first-order perturbation theory, in which a change $\delta\chi$ in sink density alters the rate by $(k/M)\int\delta\chi\,f^2dx$. The ramp moves sinks from just beyond the edge to just before it, where $f^2$ is larger. The effect grows roughly as the square of the width: a ramp of $30\ \mathrm{\mu m}$ gives 49.2 s and one of $50\ \mathrm{\mu m}$ gives 43.8 s.

Temperature acts through $D$ alone when the sink geometry is fixed. With a rough migration energy of 0.66 eV, an anneal 10 K colder takes 59.4 s per decay time, 11% longer. During cooling both $D$ and $C_{\rm eq}$ change, and the isothermal result does not apply directly.

A surface loss velocity of $5.1\times10^{-6}$ cm/s would raise the rate by 10%, to first order. A perfectly absorbing surface would remove the isolated mode altogether, since $\Lambda=1.504$ is below $\pi/2=1.571$. The long decay time thus requires a surface loss velocity well below $D/d=6.7\times10^{-5}$ cm/s.

The remaining effects are smaller:

- **Discrete sinks.** For one sphere in its own reflecting cell, the capture rate is 2.0% above $4\pi DrN$. Applied to the whole sink region, this would raise $\lambda$ by about 0.9%. The estimate represents evenly spaced sinks. For random placement the mean rate is only about $r/L\approx0.2\%$ above $4\pi DrN$, while single sinks scatter by about 2% either way. Diffusion across a cell takes about 0.66 s, short compared with 53.6 s, so quasi-steady capture is justified.
- **Finite wafer.** For a thickness of $775\ \mathrm{\mu m}$ with a zone on each face, $e^{-2\kappa(H-d)}=4.5\times10^{-13}$.
- **Iron–boron pairs.** For $10^{16}\ \mathrm{cm^{-3}}$ boron, four pair sites per boron atom and a rough binding energy of 0.60 eV, the dilute equilibrium ratio of paired to free positive iron is about 0.002. Only positively charged iron pairs, and at 873 K the wafer is nearly intrinsic and most iron is neutral, so this is an upper estimate for the iron as a whole.
- **Sink filling.** An initial $10^{12}\ \mathrm{cm^{-3}}$ of iron supplies 200 atoms per precipitate deep in the sink region. Precipitates at the edge also collect iron from the zone and receive $1+d/L\approx2.5$ times as many, about 500. The volume of one precipitate equals that of about $1.3\times10^7$ silicon sites. Filling by volume is negligible, although this does not show that capture is efficient.

The solubility sets the floor. With a rough $C_{\rm eq}=2\times10^9\ \mathrm{cm^{-3}}$ and the same initial iron, the surface excess equals the solubility after 355 s. The total concentration there is then $2C_{\rm eq}$, and further annealing at this temperature can at most halve it. The assumed solubility is an extrapolation from higher temperatures and is uncertain by about a factor 10; a value of $3\times10^{10}\ \mathrm{cm^{-3}}$ would shorten this time to a little over 200 s. Silicide clusters of only a few hundred atoms also hold the concentration at their surface above the bulk solubility, which raises the floor further.

For a real wafer of this kind, the model supports a decay time of about one minute if capture is efficient and the surface reflects. An edge shift of half a sink spacing or a temperature error of 10 K moves it by roughly a tenth, and poor capture can lengthen it severalfold or more. The assumed diffusivity matters as well, since the time scales as $1/D$ at fixed sink geometry: $D=1.5\times10^{-7}\ \mathrm{cm^2/s}$ would give about 72 s. The computed values are collected in the numerical output.

## Table of computed values

```
diffusivity D = 2.0e-07 cm2/s at T = 873 K
zone depth d = 30.0 um
sink radius = 40 nm, density = 5.0e+09 cm-3
bulk capture rate k = 0.05027 1/s
bulk capture time 1/k = 19.89 s
capture length L = 19.95 um
Lam = d/L = 1.5040 (no unit)
root theta = 0.91596 rad
cos(theta) = 0.60903 (no unit)
slowest rate lam = 0.01864 1/s
decay time 1/lam = 53.64 s = 0.894 min
grid decay time = 53.64 s
kappa d = 1.1929 (no unit)
bulk tail length 1/kappa = 25.15 um
perfect-absorber time = 18.24 s
extended-thickness time = 50.55 s
late amplitude A = 1.4975 (no unit)
time to 1% surface excess = 268.7 s
surface u/u0 at 30 s: full 0.78037, mode 0.85599
surface u/u0 at 60 s: full 0.47598, mode 0.48928
surface u/u0 at 120 s: full 0.15939, mode 0.15986
surface u/u0 at 300 s: full 0.00558, mode 0.00558
largest relative error, slowest-rate tests = 6.0e-05
isolated modes at Lam = 10: 4
d ln(lam)/d ln(k), formula = 0.4560, grid = 0.4560
decay time, half capture efficiency = 76.64 s
decay time, edge ramp 10 um = 53.04 s
mean sink spacing = 5.85 um
decay time, edge half a spacing deeper = 59.51 s
migration energy = 0.66 eV
decay time, 10 K colder = 59.38 s
surface loss for +10% rate = 5.14e-06 cm/s
isolated modes with absorbing surface = 0
cell capture rate / k = 1.0202 (no unit)
diffusion time across a sink cell = 0.658 s
wafer thickness = 775 um
finite-wafer factor = 4.5e-13 (no unit)
boron = 1.0e+16 cm-3, pair binding = 0.60 eV
paired/free iron = 2.3e-03 (no unit)
initial iron = 1.0e+12 cm-3, solubility = 2.0e+09 cm-3
initial iron atoms per sink = 200
silicon sites in one sink volume = 1.34e+07
time until surface excess equals solubility = 354.9 s
```
